\section*{The Stoner Criterion in the Hartree--Fock Theory of the Hubbard Model, part 1}

(Sections cited here and not found follow in the second part.)

Take a six-site Hubbard ring with one electron per site and a chosen hopping energy $t=4.0\times10^{-19}$ J. When its Hartree--Fock equations are iterated from small random moments pointing in random directions, the moments die out at weak on-site repulsion $U$ and survive at strong repulsion. Extrapolating the computed $m^2$ to zero puts the boundary at $U=2.4000\,t$. At $U=3t$ the spin vector has length $m=0.276974$ in units of $\hbar$ on every site, alternates in sign around the ring, and lies along the axis $(-0.956,-0.022,-0.291)$, which nothing in the Hamiltonian singles out. The threshold $12t/5$ and the freedom of the axis both follow from the theorem below.

\section{Model and assumptions}

There are $N$ equivalent sites $\mathbf R_i$ of a Bravais lattice with periodic boundary conditions and one orbital per site. The Hamiltonian is
\begin{equation}
H=\sum_{\mathbf k s}\varepsilon_{\mathbf k}\,c^\dagger_{\mathbf ks}c_{\mathbf ks}
+U\sum_i \hat n_{i\uparrow}\hat n_{i\downarrow}
+\frac{g\mu_B}{\hbar}\sum_i\mathbf B_i\cdot\hat{\mathbf S}_i ,
\qquad
\hat{\mathbf S}_i=\frac{\hbar}{2}\,c_i^\dagger\boldsymbol\sigma c_i ,
\end{equation}
with $c_{\mathbf ks}=N^{-1/2}\sum_i e^{-i\mathbf k\cdot\mathbf R_i}c_{is}$, $c_i=(c_{i\uparrow},c_{i\downarrow})^T$, $U>0$ and $g>0$. The field acts on the spin only; orbital effects are left out. Define
\begin{equation}
n_i=\langle \hat n_{i\uparrow}+\hat n_{i\downarrow}\rangle,\qquad
\mathbf m_i=\frac{\langle\hat{\mathbf S}_i\rangle}{\hbar},\qquad
\mathbf h_i=-\tfrac12 g\mu_B\mathbf B_i .
\end{equation}
The vector $\mathbf m_i$ is dimensionless, $\mathbf h_i$ is an energy, the Zeeman term equals $-\sum_i\mathbf h_i\cdot c_i^\dagger\boldsymbol\sigma c_i$, and the magnetic moment of a site is $\boldsymbol\mu_i=-g\mu_B\mathbf m_i$. Site quantities are expanded as $A_i=\sum_{\mathbf q}A_{\mathbf q}e^{i\mathbf q\cdot\mathbf R_i}$, with $\mathbf q$ on the same grid as $\mathbf k$, so that $\sum_iA_iB_i=N\sum_{\mathbf q}A^*_{\mathbf q}B_{\mathbf q}$ for real $A_i,B_i$.

Three assumptions are used. (A1) The hopping matrix $T_{ij}$ is real and independent of spin, so $\varepsilon_{-\mathbf k}=\varepsilon_{\mathbf k}$. (A2) The trial states are $R=e^{-\hat K/k_BT}/Z$ with $\hat K=\sum_{ab}K_{ab}c_a^\dagger c_b$, where $a,b$ label site and spin and $K$ is any Hermitian matrix, or at zero temperature single determinants. Spin mixing is allowed; pair amplitudes $\langle cc\rangle$ are not. (A3) Either the temperature is positive, or it is zero and the shifted chemical potential $\tilde\mu=\mu-Un_0/2$, with $n_0$ the uniform density of the paramagnet defined below, lies in a gap between the levels $\varepsilon_{\mathbf k}$. The one-body density matrix is $\rho_{ab}=\langle c_b^\dagger c_a\rangle$, and $\rho_i$ is its $2\times2$ spin block on site $i$.

The paramagnet is the trial state with $\mathbf m_i=0$, $n_i=n_0$ and $K_0=T+Un_0/2-\mu$. Below, $f(\varepsilon)=[e^{(\varepsilon-\tilde\mu)/k_BT}+1]^{-1}$ with $\tilde\mu=\mu-Un_0/2$, and
\begin{equation}
\chi_0(\mathbf q)=\frac1N\sum_{\mathbf k}\frac{f(\varepsilon_{\mathbf k})-f(\varepsilon_{\mathbf k+\mathbf q})}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}},
\label{chi0}
\end{equation}
where a term with equal energies means $-f'(\varepsilon_{\mathbf k})$. This function counts one spin direction, is taken per site, and has the unit J$^{-1}$. Every term is non-negative because $f$ does not increase. The shift $\mathbf k\to\mathbf k+\mathbf q$ in $\chi_0(-\mathbf q)$ shows that $\chi_0(-\mathbf q)=\chi_0(\mathbf q)$.

\section{The theorem}

\paragraph{Theorem.} Under (A1)--(A3):

(a) In every trial state $\langle U\hat n_{i\uparrow}\hat n_{i\downarrow}\rangle=Un_i^2/4-U\,\mathbf m_i\cdot\mathbf m_i$, and the Hartree--Fock potential on site $i$ is $Un_i/2-(U\mathbf m_i+\mathbf h_i)\cdot\boldsymbol\sigma$.

(b) Where $U\chi_0(\mathbf q)\ne1$, the self-consistent linear response of the paramagnet to a weak field is
\begin{equation}
\mathbf m_{\mathbf q}=\frac{\chi_0(\mathbf q)}{1-U\chi_0(\mathbf q)}\,\mathbf h_{\mathbf q}.
\end{equation}

(c) At zero field the paramagnet is a strict local minimum of the variational grand potential among all trial states if $U\chi_0(\mathbf q)<1$ for every $\mathbf q$, and it is not a minimum if $U\chi_0(\mathbf q)>1$ for some $\mathbf q$. The boundary is the Stoner criterion $U\chi_0(\mathbf q)=1$, met first at the $\mathbf q$ where $\chi_0$ is largest.

Part (c) is a statement about small deviations inside the Hartree--Fock family. It does not exclude a distant minimum of lower energy, and it says nothing by itself about order in the exact state.

\section{The interaction energy}

\paragraph{Lemma 1 (identities on one site).} With $\hat{\mathbf s}=\hat{\mathbf S}/\hbar$ and any unit vector $\mathbf e$,
\begin{equation}
\hat n_\uparrow\hat n_\downarrow=\tfrac12\hat n-\tfrac23\hat{\mathbf s}^2=\tfrac14\hat n^2-(\mathbf e\cdot\hat{\mathbf s})^2 .
\end{equation}

\emph{Proof.} All terms conserve $\hat n$, so the three sectors can be checked separately. For $\hat n=0$ everything vanishes. For $\hat n=1$ the site holds a spin one half, with $\hat{\mathbf s}^2=3/4$ and $(\mathbf e\cdot\hat{\mathbf s})^2=1/4$; the three expressions are $0$, $\tfrac12-\tfrac12$ and $\tfrac14-\tfrac14$. For $\hat n=2$ the only state is a singlet, $\hat{\mathbf s}$ annihilates it, and all three equal $1$. $\square$

\paragraph{Lemma 2 (Wick factorisation).} In every trial state
$\langle c_a^\dagger c_b^\dagger c_cc_d\rangle=\rho_{da}\rho_{cb}-\rho_{ca}\rho_{db}$.

\emph{Proof.} Let $d_\alpha$ annihilate the eigenvectors of $K$, with eigenvalues $\kappa_\alpha$. Then $\hat K=\sum_\alpha\kappa_\alpha d^\dagger_\alpha d_\alpha$, the state $R$ is diagonal in the occupation numbers, and these are independent with mean values $f_\alpha=[e^{\kappa_\alpha/k_BT}+1]^{-1}$. A determinant is the case $f_\alpha\in\{0,1\}$. The average $\langle d^\dagger_\alpha d^\dagger_\beta d_\gamma d_\delta\rangle$ is non-zero only if the operator restores the occupations, so $\{\gamma,\delta\}=\{\alpha,\beta\}$ with $\alpha\ne\beta$. For $\delta=\alpha$, $\gamma=\beta$ the operator is $\hat n_\alpha\hat n_\beta$ and the average is $f_\alpha f_\beta$. For $\gamma=\alpha$, $\delta=\beta$ one anticommutation gives $-f_\alpha f_\beta$. Hence
\begin{equation}
\langle d^\dagger_\alpha d^\dagger_\beta d_\gamma d_\delta\rangle=f_\alpha f_\beta(\delta_{\alpha\delta}\delta_{\beta\gamma}-\delta_{\alpha\gamma}\delta_{\beta\delta}),
\end{equation}
which also holds for $\alpha=\beta$, where both sides vanish. Since $\langle d^\dagger_\alpha d_\delta\rangle=f_\alpha\delta_{\alpha\delta}$, this is the claim in the eigenbasis. Both sides of the claim are linear in each of the four operators, so it holds in any basis. $\square$

\paragraph{Proof of (a), energy.} The operator $c_\uparrow$ commutes with the pair $c^\dagger_\downarrow c_\downarrow$, so $\hat n_\uparrow\hat n_\downarrow=c^\dagger_\uparrow c^\dagger_\downarrow c_\downarrow c_\uparrow$. Lemma 2 gives
\begin{equation}
\langle\hat n_{i\uparrow}\hat n_{i\downarrow}\rangle=\rho_{\uparrow\uparrow}\rho_{\downarrow\downarrow}-\rho_{\downarrow\uparrow}\rho_{\uparrow\downarrow}=\det\rho_i .
\end{equation}
The first product is the Hartree term, the second the exchange term between opposite spins. Write the Hermitian block as $\rho_i=\alpha+\mathbf b\cdot\boldsymbol\sigma$. Then $n_i=\operatorname{tr}\rho_i=2\alpha$, and
$m_i^\nu=\tfrac12\sum_{ss'}\sigma^\nu_{ss'}\langle c^\dagger_sc_{s'}\rangle=\tfrac12\operatorname{tr}(\sigma^\nu\rho_i)=b^\nu$, because $\operatorname{tr}\sigma^\nu=0$ and $\operatorname{tr}\sigma^\nu\sigma^\lambda=2\delta^{\nu\lambda}$. Therefore
\begin{equation}
\rho_i=\begin{pmatrix}n_i/2+m^z&m^x-im^y\\ m^x+im^y&n_i/2-m^z\end{pmatrix},\qquad
\det\rho_i=\frac{n_i^2}{4}-(m^z)^2-(m^x)^2-(m^y)^2 .\qquad\square
\label{rhoi}
\end{equation}

\paragraph{Remark 1 (invariance).} A spin rotation $c_i\to uc_i$ with $u\in SU(2)$ sends $\rho_i\to u\rho_iu^\dagger$ and leaves the determinant unchanged. The hopping term is unchanged when $u$ is the same on all sites. A magnetic solution at zero field therefore comes as a family related by global rotations, and the Hamiltonian does not select the axis reached by an iteration: the axis depends on the starting values and on the path the iteration takes, and rotating all starting moments together rotates it in the same way. The Hartree term supplies $-(m^z)^2$ only; the exchange term supplies the transverse part. Dropping it makes the energy depend on the choice of the $z$ axis.

\paragraph{Remark 2 (averaging factor by factor).} Replacing operators by averages in one of the forms of Lemma 1 is not a definition of mean-field theory, because the result depends on the form. The second form gives $n^2/4-(\mathbf e\cdot\mathbf m)^2$, correct only when $\mathbf e$ is parallel to $\mathbf m$. The first gives $n/2-\tfrac23m^2$, which looks invariant but has the wrong coefficient and would lead to $\tfrac23U\chi_0=1$. The missing piece is found by inserting the result (a) into the first identity: $\langle\hat{\mathbf s}^2\rangle=\tfrac32[\tfrac n2-\tfrac{n^2}4+m^2]$, so the fluctuation $\langle\hat{\mathbf s}^2\rangle-m^2$ itself contains $m^2/2$. The full average of an operator identity is the same for every form.

The formula was checked by taking traces in the Fock space of three sites. For the Gibbs state of a random spin-mixing one-body Hamiltonian, one site had $n=1.178468$ and $|\mathbf m|=0.211251$, so $n^2/4-m^2=0.347197-0.044627=0.302570$, equal to the traced double occupancy $0.302570$. For a random determinant, $n=0.800770$ and $|\mathbf m|=0.356139$ give $0.160308-0.126835=0.033473$, again the traced value.

\section{The mean field}

\paragraph{Lemma 3 (Gibbs--Bogoliubov bound).} For any Hamiltonian $\mathcal H$ (the term $-\mu\hat N$ included) and any state $R$, the functional $\Omega[R]=\operatorname{Tr}R\mathcal H+k_BT\operatorname{Tr}R\ln R$ is not smaller than $\Omega_{\rm ex}=-k_BT\ln\operatorname{Tr}e^{-\mathcal H/k_BT}$, with equality only for the Gibbs state $R_{\rm ex}$.

\emph{Proof.} From $\ln R_{\rm ex}=(\Omega_{\rm ex}-\mathcal H)/k_BT$ it follows that $\Omega[R]-\Omega_{\rm ex}=k_BT\operatorname{Tr}R(\ln R-\ln R_{\rm ex})$. Let $p_x,|x\rangle$ and $q_y,|y\rangle$ be the eigenvalues and eigenvectors of $R$ and $R_{\rm ex}$, and $w_{xy}=|\langle x|y\rangle|^2$, whose rows and columns sum to one. The trace equals $\sum_{xy}w_{xy}[p_x\ln(p_x/q_y)-p_x+q_y]$, the last two terms adding up to $-1+1=0$. Each bracket is non-negative by $\ln z\ge1-1/z$, and vanishes only for $p_x=q_y$. If the sum vanishes, $p_x\langle x|y\rangle=\langle x|y\rangle q_y$ for all $x,y$, which is $R=R_{\rm ex}$. $\square$

At zero temperature the lemma is the Rayleigh--Ritz bound, strict when the ground state is non-degenerate.

\paragraph{Proof of (a), potential.} For a trial state the independent occupations give $\operatorname{Tr}R\ln R=\operatorname{tr}\gamma(\rho)$ with $\gamma(x)=x\ln x+(1-x)\ln(1-x)$, where tr runs over one-body states. With the energy from the first half of (a),
\begin{equation}
\Omega[\rho]=\operatorname{tr}[(T-\mu)\rho]+\sum_i\Big[\frac{Un_i^2}{4}-U\mathbf m_i^2-2\mathbf h_i\cdot\mathbf m_i\Big]+k_BT\operatorname{tr}\gamma(\rho).
\label{Omega}
\end{equation}
Vary $\rho$. Since $\delta n_i=\operatorname{tr}\delta\rho_i$ and $\delta\mathbf m_i=\tfrac12\operatorname{tr}\boldsymbol\sigma\,\delta\rho_i$,
\begin{equation}
\frac{Un_i}{2}\delta n_i-2(U\mathbf m_i+\mathbf h_i)\cdot\delta\mathbf m_i
=\operatorname{tr}\Big\{\Big[\frac{Un_i}{2}-(U\mathbf m_i+\mathbf h_i)\cdot\boldsymbol\sigma\Big]\delta\rho_i\Big\}.
\end{equation}
For the entropy, $\operatorname{tr}\gamma(\rho)$ is a sum over eigenvalues whose first-order shifts are the diagonal elements of $\delta\rho$, so its variation is $\operatorname{tr}\gamma'(\rho)\delta\rho$ with $\gamma'(f_\alpha)=\ln[f_\alpha/(1-f_\alpha)]=-\kappa_\alpha/k_BT$. Thus $\delta\Omega=\operatorname{tr}[(T-\mu+V^{\rm HF}-K)\delta\rho]$, and stationarity for all Hermitian $\delta\rho$ requires $K=T-\mu+V^{\rm HF}$ with the site potential stated in (a). In the limit of zero temperature the levels of this $K$ below zero are filled and those above zero are empty; if no level lies at zero, the state is a single determinant. $\square$

The paramagnet satisfies this condition at $\mathbf h=0$, since $V^{\rm HF}=Un_0/2$ reproduces $K_0$. The average of the interaction part of $V^{\rm HF}$ is $Un_i^2/2-2U\mathbf m_i^2$, twice the true interaction energy. The mean-field Hamiltonian with the correct average energy is therefore
\begin{equation}
H_{\rm HF}=\hat T+\sum_i\Big[\frac{Un_i}{2}\hat n_i-\boldsymbol\Delta_i\cdot c_i^\dagger\boldsymbol\sigma c_i-\frac{Un_i^2}{4}+U\mathbf m_i^2\Big],\qquad
\boldsymbol\Delta_i=U\mathbf m_i+\mathbf h_i .
\label{HF}
\end{equation}
On a site taken alone the two spin levels are split by $2|\boldsymbol\Delta_i|$, and the spin parallel to $\boldsymbol\Delta_i$ is the lower one. At zero field this is the direction of $\mathbf m_i$; in a non-uniform field $\mathbf m_i$ and $\boldsymbol\Delta_i$ need not be parallel.

\section{Response and stability}

\paragraph{Lemma 4 (free response).} Let $K=K_0+\delta K$ with $\delta K$ diagonal in the sites and equal to $v_i-\boldsymbol\Delta_i\cdot\boldsymbol\sigma$ on site $i$. To first order,
\begin{equation}
\delta n_{\mathbf q}=-2\chi_0(\mathbf q)\,v_{\mathbf q},\qquad \mathbf m_{\mathbf q}=\chi_0(\mathbf q)\,\boldsymbol\Delta_{\mathbf q}.
\end{equation}

\emph{Proof.} The density matrix is $\rho=f(\mathcal E)$ with $\mathcal E=K+\tilde\mu=T+\delta K$. By (A3), $f$ is analytic near the spectrum of $T$; at zero temperature it is constant near each level. Cauchy's formula on a contour around the spectrum reads $f(\mathcal E)=\oint\frac{dz}{2\pi i}f(z)(z-\mathcal E)^{-1}$, and $(z-T-\delta K)^{-1}=G+G\,\delta K\,G+\dots$ with $G=(z-T)^{-1}$. Between eigenstates of $T$ with energies $\varepsilon$ and $\varepsilon'$,
\begin{equation}
\delta\rho_{\varepsilon\varepsilon'}=\delta K_{\varepsilon\varepsilon'}\oint\frac{dz}{2\pi i}\frac{f(z)}{(z-\varepsilon)(z-\varepsilon')}
=\delta K_{\varepsilon\varepsilon'}\frac{f(\varepsilon)-f(\varepsilon')}{\varepsilon-\varepsilon'},
\end{equation}
and a double pole gives $f'(\varepsilon)$. With $\langle i|\mathbf k\rangle=N^{-1/2}e^{i\mathbf k\cdot\mathbf R_i}$, the matrix element is $\langle\mathbf k+\mathbf q|\delta K|\mathbf k\rangle=v_{\mathbf q}-\boldsymbol\Delta_{\mathbf q}\cdot\boldsymbol\sigma$. The site block is
\begin{align}
\delta\rho_i&=\frac1N\sum_{\mathbf k\mathbf q}e^{i\mathbf q\cdot\mathbf R_i}\,
\frac{f(\varepsilon_{\mathbf k+\mathbf q})-f(\varepsilon_{\mathbf k})}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}}\,(v_{\mathbf q}-\boldsymbol\Delta_{\mathbf q}\cdot\boldsymbol\sigma)\nonumber\\
&=\sum_{\mathbf q}e^{i\mathbf q\cdot\mathbf R_i}\,\chi_0(\mathbf q)\,(-v_{\mathbf q}+\boldsymbol\Delta_{\mathbf q}\cdot\boldsymbol\sigma).
\end{align}
Comparison with $\delta\rho_i=\delta n_i/2+\mathbf m_i\cdot\boldsymbol\sigma$ gives the claim. $\square$

Each Fourier component of the spin response is parallel to the same component of the field, whatever its direction, and charge and spin do not mix at first order. Since $\chi_0$ depends on $\mathbf q$, the moment on a given site need not be parallel to the field on that site when a noncollinear field contains several wave vectors.

\paragraph{Proof of (b).} By (\ref{HF}) the change of the potential has $\boldsymbol\Delta_i=U\mathbf m_i+\mathbf h_i$ and $v_i=U\delta n_i/2+v_i^{\rm ext}$, where an external scalar potential has been allowed for. Lemma 4 gives $\mathbf m_{\mathbf q}=\chi_0(U\mathbf m_{\mathbf q}+\mathbf h_{\mathbf q})$, hence $(1-U\chi_0)\mathbf m_{\mathbf q}=\chi_0\mathbf h_{\mathbf q}$. $\square$

In the charge channel $\delta n_{\mathbf q}=-2\chi_0(U\delta n_{\mathbf q}/2+v^{\rm ext}_{\mathbf q})$, so $\delta n_{\mathbf q}=-2\chi_0v^{\rm ext}_{\mathbf q}/(1+U\chi_0)$. The denominator cannot vanish for $U>0$, so repulsion screens the charge response. It amplifies the spin response where $\chi_0(\mathbf q)>0$ and $U\chi_0(\mathbf q)<1$. For $U\chi_0(\mathbf q)>1$ the formula in (b) has the opposite sign and describes a stationary paramagnet that is no longer a minimum. In magnetic units, the two signs in $\boldsymbol\mu=-g\mu_B\mathbf m$ and $\mathbf h=-g\mu_B\mathbf B/2$ cancel:
\begin{equation}
\boldsymbol\mu_{\mathbf q}=\frac{(g\mu_B)^2}{2}\,\frac{\chi_0(\mathbf q)}{1-U\chi_0(\mathbf q)}\,\mathbf B_{\mathbf q}.
\label{moment}
\end{equation}
For a crystal with volume $v_c$ per site, multiplying the coefficient by $\mu_0/v_c$ gives the dimensionless ratio $\mu_0M/B$.

\paragraph{Lemma 5 (free grand potential in a field).} Let $\Omega_0[\rho]=\operatorname{tr}K_0\rho+k_BT\operatorname{tr}\gamma(\rho)$ and let $W(\boldsymbol\Delta)$ be the grand potential of free electrons with $K(\boldsymbol\Delta)=K_0-\boldsymbol\Delta_i\cdot\boldsymbol\sigma$. Then for every trial $\rho$ and every field
\begin{equation}
\Omega_0[\rho]\ \ge\ W(\boldsymbol\Delta)+2\sum_i\boldsymbol\Delta_i\cdot\mathbf m_i[\rho],
\label{bound}
\end{equation}
with equality for the equilibrium state of $K(\boldsymbol\Delta)$, and
\begin{equation}
W(\boldsymbol\Delta)=W(0)-N\sum_{\mathbf q}\chi_0(\mathbf q)|\boldsymbol\Delta_{\mathbf q}|^2+O(\Delta^4).
\label{W}
\end{equation}

\emph{Proof.} Lemma 3 applied to $\mathcal H=\hat K(\boldsymbol\Delta)$, with $\operatorname{tr}K(\boldsymbol\Delta)\rho=\operatorname{tr}K_0\rho-2\sum_i\boldsymbol\Delta_i\cdot\mathbf m_i$, is (\ref{bound}). For (\ref{W}) scale the field by $\lambda$. $W$ is the minimum over $\rho$ of $\Omega_0-2\lambda\sum\boldsymbol\Delta_i\cdot\mathbf m_i$, so only the explicit dependence on $\lambda$ contributes to the derivative: $dW/d\lambda=-2\sum_i\boldsymbol\Delta_i\cdot\mathbf m_i(\lambda)=-2\lambda N\sum_{\mathbf q}\chi_0|\boldsymbol\Delta_{\mathbf q}|^2+\dots$ by Lemma 4. Integration from $0$ to $1$ gives the quadratic term. Odd orders vanish: $\sigma^y\boldsymbol\sigma^*\sigma^y=-\boldsymbol\sigma$ and $T$ is real by (A1), so $\sigma^yK(\boldsymbol\Delta)^*\sigma^y=K(-\boldsymbol\Delta)$. The two matrices have the same spectrum and $W$ is even. $\square$

Parts (a) and (b) of the theorem are now proved, giving the Hartree--Fock energy, potential and linear response, and Lemma 5 bounds the free grand potential in a field. Still to come are the proof of the stability criterion (c), the spiral at finite amplitude, the limiting cases and the six-site ring.
